Separating phase diffusion from slow frequency drift in spin-torque oscillators

**Result**

Take two adjacent phase increments of equal duration τ,

Δ₁ = φ(t+τ) − φ(t)
Δ₂ = φ(t+2τ) − φ(t+τ),

and form, over an ensemble of records,

G(τ) = Var(Δ₂ − Δ₁)/2
K(τ) = Cov(Δ₁, Δ₂).

Their sum is the phase variance V(τ) = Var(Δ₁). If τ is long compared with the oscillator's amplitude memory and short compared with the correlation time τs of a slow frequency wander, then

G = 2Dτ + constant
K = σ²τ² + constant.

Here D, in s⁻¹, describes diffusion by white frequency noise, and σ, in rad/s, is the rms slow offset of angular frequency. Two lags τa < τb remove the constants:

D = [G(τb) − G(τa)] / [2(τb − τa)]
σ² = [K(τb) − K(τa)] / (τb² − τa²).

The phase comes from the analytic signal of a real waveform. The lag window is essential: outside it, amplitude memory can imitate drift, and fast wander can imitate white noise.

**Why adjacent increments separate the two processes**

Let the increments be stationary, so that Var(Δ₁) = Var(Δ₂) = V(τ). Expanding the variance of their difference gives

G = [V + V − 2K]/2 = V − K,

hence V = G + K. Their sum is the increment over 2τ, so

V(2τ) = Var(Δ₁ + Δ₂) = 2V(τ) + 2K(τ)
K(τ) = V(2τ)/2 − V(τ).

Suppose that in the chosen window V = C + 2Dτ + σ²τ². Then

K = C/2 + 2Dτ + 2σ²τ² − C − 2Dτ − σ²τ² = σ²τ² − C/2
G = V − K = 2Dτ + 3C/2.

White frequency noise gives independent increments, which have no covariance. A frozen offset δω gives both increments the same contribution δω τ; it cancels in their difference and survives in their covariance. The two parts of V are equal at the crossover lag

τx = 2D/σ².

With C neglected, the correlation coefficient of adjacent increments is K/V = 1/(1 + τx/τ). It tends to 0 for diffusion and to 1 for frozen offsets.

**Oscillator model and thermal noise**

Write the complex amplitude, in a frame rotating at ω₀, as c = √p e^{iφ}, where p is a dimensionless power. The real output is x(t) = Re[c e^{iω₀t}], without readout noise. The model has constant damping Γ, current-driven gain ζΓ(1 − p) with ζ > 1, and a frequency that shifts linearly with power. The net growth rate is

−Γ + ζΓ(1 − p) = −k(p − p₀), with k = ζΓ and p₀ = 1 − 1/ζ.

The stochastic equation is therefore

dc/dt = [−k(p − p₀) + iN(p − p₀) + iδω(t)]c + f(t)
⟨f(t)f*(t′)⟩ = 2Dₙ δ(t − t′).

The noise f is circular: its real and imaginary parts are independent and equally strong. It is taken to be the thermal noise belonging to Γ, with its strength fixed at the operating frequency. Shot noise of the spin current is left out. Constant damping is also a simplification: for a uniform moment precessing about a fixed field, Gilbert damping falls as 1 − p, to half its small-angle value at the p₀ = 0.5 used below. With the gain above, the net growth rate of such a moment would be (ζ − 1)Γ(1 − p), which is positive for all p < 1: the moment would reverse instead of settling at p₀. The model therefore assumes that some further nonlinearity holds the oscillator at p₀, and its linewidths are not predictions for a real disc.

To find Dₙ, switch off the gain and the frequency shift. The mean power then obeys

d⟨p⟩/dt = −2Γ⟨p⟩ + 2Dₙ,

so in equilibrium ⟨p⟩ = Dₙ/Γ. For a uniform moment MₛVm in a field B = ω₀/γ, set p = (1 − cos θ)/2. Its energy above the minimum is

E = MₛVmB(1 − cos θ) = λω₀p, with λ = 2MₛVm/γ.

At small p this energy is quadratic in the two quadratures of c. Each carries k_BT/2, so λω₀⟨p⟩ = k_BT and

Dₙ = Γk_BT/(λω₀).

**Diffusion constant with amplitude-phase coupling**

Let r = √p. Rotate the noise increment into radial and tangential parts, f dt e^{−iφ} = dA + i dB. Each part has variance Dₙ dt, and they are independent. In the Itô calculus the second-order term in d ln c contains (dA + i dB)², whose mean Dₙdt − Dₙdt vanishes. The real and imaginary parts of d ln c are then

d ln r = −k(p − p₀)dt + dA/r
dφ = N(p − p₀)dt + δω dt + dB/r.

Multiply the first line by ν = N/k and add it to the second. The power terms cancel:

d(φ + ν ln r) = δω dt + (dB + ν dA)/√p.

For δω = 0 the right side is pure noise with variance Dₙ(1 + ν²)⟨1/p⟩ per unit time. Since ln r is stationary, it cannot add a lasting linear growth, so the phase diffuses at the same long-time rate:

D = (Dₙ/2)(1 + ν²)⟨1/p⟩ ≈ D₀(1 + ν²), with D₀ = Dₙ/(2p₀).

This requires the oscillator to stay away from c = 0, where phase is undefined. Strictly, the density of p is finite at p = 0, which makes ⟨1/p⟩ diverge logarithmically. The stationary density is proportional to exp[−k(p − p₀)²/(2Dₙ)]. For the numbers below its value at the origin is about e⁻¹⁰¹ of its peak, so the average means one over paths that never come near the origin. Close to threshold this neglect fails.

**Amplitude memory: the short-lag limit**

Set r = √p₀(1 + u) with |u| ≪ 1. Then p − p₀ ≈ 2p₀u, and to first order

du = −Γr u dt + dA/√p₀, with Γr = 2kp₀
dφ = νΓr u dt + dB/√p₀.

Each noise term has variance (Dₙ/p₀)dt = 2D₀dt. The stationary variance of u follows from 0 = −2Γr⟨u²⟩ + 2D₀, so ⟨u²⟩ = D₀/Γr, and u has correlation time 1/Γr.

A frequency fluctuation with correlation S²e^{−|t|/T} contributes the phase variance

∫₀^τ∫₀^τ S²e^{−|t−t′|/T} dt dt′ = 2S²∫₀^τ (τ − s)e^{−s/T} ds,

because time differences s and −s each occur over a length τ − s. Integrating by parts,

∫₀^τ (τ − s)e^{−s/T} ds = Tτ − T∫₀^τ e^{−s/T} ds = T²(τ/T − 1 + e^{−τ/T}).

For the amplitude-driven part, S² = ν²Γr²⟨u²⟩ = ν²ΓrD₀ and T = 1/Γr. Adding the direct part 2D₀τ gives

V = 2D₀[(1 + ν²)τ − ν²(1 − e^{−Γrτ})/Γr].

For Γrτ ≫ 1 this is a line of slope 2D₀(1 + ν²) and intercept C = −2D₀ν²/Γr. For Γrτ ≪ 1, expansion of the exponential gives

V ≈ 2D₀τ + ν²ΓrD₀τ².

The quadratic term comes from amplitude memory and not from drift, which is why the smaller lag must satisfy Γrτa ≫ 1.

**Slow drift and fast wander**

Let δω have variance σ² and correlation e^{−|t|/τs}. The same integral, with S = σ and T = τs, gives

Vδ = 2σ²τs²(τ/τs − 1 + e^{−τ/τs}).

For τ ≪ τs, expand the exponential to third order:

Vδ ≈ σ²τ²[1 − τ/(3τs)].

The cubic correction lowers K by σ²τ³/τs, as follows from K = V(2τ)/2 − V(τ), and raises G by 2σ²τ³/(3τs). These terms measure the bias caused by treating the offset as frozen.

For τ ≫ τs the exponential vanishes:

Vδ ≈ 2σ²τsτ − 2σ²τs².

The slope of G is now 2(D + σ²τs), and K no longer grows. At such lags, the slope of the phase variance cannot tell this wander from additional white frequency noise; only the constant term differs. "Slow" is a statement about τs relative to the lag.

**Phase from the analytic signal**

The real waveform contains two complex parts:

x = [c e^{iω₀t} + c* e^{−iω₀t}]/2.

If the spectrum of c lies above −ω₀, the first part has positive frequencies only and the second has negative ones only. Removing negative frequencies and doubling positive ones then gives z = c e^{iω₀t}. Multiplication by e^{−iω₀t} leaves c, and its unwrapped angle is φ.

White noise gives c a spectral tail that crosses this boundary. Let q be the negative-frequency part of c e^{iω₀t}. The operation loses q and wrongly keeps q*, so the error is

z − c e^{iω₀t} = −q + q* = −2i Im q.

For random phase of q the mean square error is 4⟨(Im q)²⟩ = 2⟨|q|²⟩. Taking half of it to be perpendicular to c, and dividing by p₀, gives a phase variance ⟨|q|²⟩/p₀. Far from the carrier the equation of motion reduces to dc/dt ≈ f, so the spectrum of c at offset Ω is 2Dₙ/Ω², and

⟨|q|²⟩ = ∫_{ω₀}^∞ (2Dₙ/Ω²) dΩ/(2π) = Dₙ/(πω₀)
rms phase error ≈ √[Dₙ/(πω₀p₀)].

This continuous-time estimate ignores sampling and record ends. A discrete Fourier transform treats each record as periodic, although phase noise makes its ends disagree. The ends must therefore be discarded.

**Pseudocode**

Simulation, with unit normal variates ξ and a = e^{−dt/τs}:

    for each record:
        draw δω from a normal law of variance σ²
        c = √p₀
        run several amplitude memory times without storing
        for each stored sample:
            store c
            p = |c|²
            c = c·exp{[(−k + iN)(p − p₀) + iδω]dt}
                + √(Dₙ dt)·(ξ₁ + iξ₂)
            δω = a·δω + σ√(1 − a²)·ξ₃

Extraction and analysis, for records of even length:

    x = Re[c·exp(iω₀t)]
    X = FFT(x)
    keep the zero and Nyquist terms
    double the positive-frequency terms between them
    set the negative-frequency terms to zero
    z = inverse FFT(X)
    φ = unwrap(angle(z·exp(−iω₀t)))
    discard both ends, then thin φ
    for each group of records and each lag:
        form Δ₁ and Δ₂ at every start time
        subtract the group mean at each start time
        G = average over starts of Var(Δ₂ − Δ₁)/2
        K = average over starts of Cov(Δ₁, Δ₂)
    get D and σ² from two lags in each group
    report group means and standard errors

Variances and covariances use the divisor (group size − 1), because a mean has been subtracted. Overlapping start times in one record are correlated, so they must not be counted as independent data. Separate groups of simulated records are independent, and their scatter gives the standard error. Measured records must be spaced by much more than τs for the same to hold. If a whole group is recorded within a time much shorter than τs, its records share nearly the same offset, and subtracting the group mean removes it.

**Cost and stability**

For M records of n samples, simulation costs O(Mn) operations and the transforms cost O(Mn log n). Each lag costs O(Mn′), where n′ is the number of phases kept per record. Transforming one group at a time limits the working memory.

The time step must resolve the amplitude relaxation. Linearizing the update gives u → (1 − Γr dt)u + noise, which is stable for 0 < Γr dt < 2. Its stationary variance is

2D₀dt/[1 − (1 − Γr dt)²] = D₀/[Γr(1 − Γr dt/2)],

a relative excess of about Γr dt/2. The long-lag diffusion does not inherit this error at linear order. Summing the update over many steps gives

Γr dt Σu = Σ(noise) − (u_end − u_start),

so the accumulated phase ν Γr dt Σu has the correct noise sum plus a term whose variance does not grow with time. The sampling rate must also hold the carrier and its noise sidebands below the Nyquist frequency, and the demodulated phase must change by less than π between samples.

**Worked example**

The model disc is 50 nm wide and 3 nm thick, with Mₛ = 8.0 × 10⁵ A/m, at 300 K. The carrier is 5 GHz, Γ = 3.14 × 10⁸ s⁻¹, ζ = 2 and N/(2π) = 0.2 GHz. Hence p₀ = 0.5, k = 6.28 × 10⁸ s⁻¹, ν = 2 and Γr = 6.28 × 10⁸ s⁻¹. The amplitude memory is 1.59 ns. The small N is chosen for illustration: in a disc of this shape magnetized along its axis, the demagnetizing field alone would give N/(2π) ≈ 44 GHz, unless perpendicular anisotropy nearly cancelled it. The energy scale λω₀ is 1.68 × 10⁻¹⁸ J and k_BT is 4.14 × 10⁻²¹ J, so

Dₙ = 3.14 × 10⁸ × 4.14 × 10⁻²¹ / (1.68 × 10⁻¹⁸) ≈ 7.74 × 10⁵ s⁻¹.

Since 2p₀ = 1, D₀ has the same value, and D = 5D₀ = 3.87 × 10⁶ s⁻¹.

Each of three cases has 1200 records of 204.8 ns, sampled every 25 ps and divided into 20 groups. The first has thermal noise alone. The second adds slow wander of 2 MHz rms with a memory of 20 μs. The third instead adds fast wander of 6 MHz rms with a memory of 4 ns.

For thermal noise alone, after 10 ns is discarded at each end, the rms phase error is 4.7 mrad, against the estimate of 4.0 mrad. Part of the gap comes from thinning: all records start at the same phase and the kept samples are 1 ns apart, exactly five carrier periods, so the carrier phase is not fully averaged as the estimate assumes. In the first four samples of a record it is 195 mrad. The simulated phase is used to measure these errors and does not enter the extraction.

The lags are 20 and 80 ns. Two adjacent 80 ns increments fit in the remaining record, and both lags are long against 1.59 ns. For thermal noise alone,

D = (0.6210 − 0.1410)/(2 × 60 × 10⁻⁹ s) = 4.00 × 10⁶ s⁻¹
σ² = (−0.0033 − 0.0072)/(6.0 × 10⁻¹⁵ s²) ≈ −1.7 × 10¹² s⁻².

The standard errors are 0.18 × 10⁶ s⁻¹ and 2.6 × 10¹² s⁻². Diffusion agrees with its prediction and no drift is resolved. The negative σ² is an estimate scattering about zero, not a physical variance.

With slow wander,

D = (0.6478 − 0.1427)/(1.2 × 10⁻⁷ s) = 4.21 × 10⁶ s⁻¹
σ² = (0.9429 − 0.0653)/(6.0 × 10⁻¹⁵ s²) = 146 × 10¹² s⁻².

The errors are 0.14 × 10⁶ s⁻¹ and 11 × 10¹² s⁻². The input σ² is 158 × 10¹² s⁻², about one standard error away; the recovered rms offset is 1.92 MHz. D lies 2.4 standard errors above its prediction. The finite 20 μs memory explains little of this: its cubic term in G shifts D by only about 0.02 × 10⁶ s⁻¹. The factor p₀⟨1/p⟩ = 1.005 adds about as much again. An error taken from 20 groups is itself uncertain by about 1/√(2 × 19), or 16%. A frozen offset cancels in G, so the true scatter of D is nearly that of the thermal case, about 0.18 × 10⁶ s⁻¹. On that scale the excess is below two standard errors, which is compatible with a statistical fluctuation. The measured crossover is 58 ns, against 49 ns from the inputs.

With fast wander, the prediction is D + σ²τs = 9.55 × 10⁶ s⁻¹. The estimate is (10.3 ± 0.5) × 10⁶ s⁻¹, and the apparent slow σ² is (−11 ± 5) × 10¹² s⁻². The latter is 2.2 standard errors below zero, so it gives no evidence for slow drift.

A single value of V cannot fix the two unknowns D and σ². With the parameters chosen here, V at 80 ns is even nearly the same in the last two cases: 1.59 rad² for slow wander and 1.50 rad² for fast wander. The covariances at that lag are 0.94 and −0.04 rad², and these reveal the difference.

**Connection with the spectral line**

For Gaussian phase increments with their mean removed, ⟨e^{iΔ}⟩ = e^{−V/2}. Pure diffusion gives a coherence e^{−Dτ}, whose Fourier transform is proportional to D/(D² + Ω²). Half maximum occurs at Ω = ±D, so the full width in ordinary frequency is 2D/(2π) = D/π. The first case gives 1.27 MHz, against a predicted 1.23 MHz. Frozen offsets multiply the coherence by e^{−σ²τ²/2}; D/π is then no longer the full linewidth.

At 80 ns the directly averaged coherence is 0.453 for slow wander and 0.485 for fast wander. The corresponding values of e^{−V/2} are 0.451 and 0.472.

**Failure modes**

- A drift common to all records disappears when the ensemble mean is subtracted. It must be sought in that mean.
- A constant offset within one record gives the same increment at every start time. A variance about that record's own time average cannot see it.
- More start times do not create more frozen offsets. With M independent Gaussian offsets, the relative error of their sample variance is about √(2/M), or 4% here. Diffusion adds to the error of K.
- Other noise may follow V ∝ τˢ with 1 < s < 2. Then K/V = 2^{s−1} − 1 at every lag, and the two-parameter law is wrong. A third lag should be used to check the assumed growth of G and K.
- Real oscillators often show 1/f frequency noise, which has no single τs. If correlation times are spread evenly in logarithm from well below the lag to well above it, G grows as τ², K/τ² falls slowly with lag, and the two-lag D rises with the lags chosen. For 2 MHz rms spread from 1 ns to 1 ms, lags of 20 and 80 ns add a false diffusion of about 0.8 × 10⁶ s⁻¹.
- If no lag satisfies both 1/Γr ≪ τ and τ ≪ τs, this method cannot assign the variance uniquely to diffusion or drift.

The numerical output below gives the remaining values for all three cases.

Computed results

```
Temperature: 300 K
Magnetization: 8.000e+05 A/m
Disc diameter, thickness: 50, 3 nm
Disc volume: 5.8905e-24 m^3
Carrier frequency: 5.000 GHz
Gilbert damping, gain ratio: 0.010, 2.00
Frequency shift N/(2 pi): 0.200 GHz
Damping rate Gamma: 3.1416e+08 1/s
Operating power p0, coupling nu: 0.500, 2.000
Amplitude relaxation rate: 6.2832e+08 1/s
Amplitude memory time: 1.592 ns
Energy scale lambda*omega0: 1.6815e-18 J
Thermal energy kB*T: 4.1419e-21 J
Undriven mean power, sphere average: 2.46325e-03
Undriven mean power, Dn/Gamma: 2.46325e-03
Noise strength Dn: 7.7385e+05 1/s
Bare diffusion D0: 7.7385e+05 1/s
Predicted white diffusion D: 3.8693e+06 1/s
Predicted Lorentzian full width: 1.232 MHz
Sampling step, record length: 25 ps, 204.8 ns
Records per case, groups: 1200, 20
Discarded at each end: 10.0 ns
Simulated p0*<1/p>, white case: 1.00503
Combination variance at 2 ns, simulated: 0.01556 rad^2
Combination variance at 2 ns, predicted: 0.01555 rad^2
Interior rms phase error: 4.68 mrad
Spectral-overlap error estimate: 3.96 mrad
Rms phase error in first 4 samples: 194.5 mrad
Slow wander rms, memory: 2.00 MHz, 20.0 us
Fast wander rms, memory: 6.00 MHz, 4.0 ns
Input slow sigma^2: 157.91 x 10^12 s^-2
Predicted crossover lag: 49.00 ns
Predicted fast-case diffusion: 9.5542e+06 1/s
white: V at 2, 20, 80 ns: 0.00848, 0.14817, 0.61772 rad^2
white: predicted V: 0.00843, 0.14492, 0.60923 rad^2
white: G at 20, 80 ns: 0.1410, 0.6210 rad^2
white: K at 20, 80 ns: 0.0072, -0.0033 rad^2
white: D = 4.000e+06 +/- 1.8e+05 1/s
white: sigma^2 = -1.74 +/- 2.57 x 10^12 s^-2
white: coherence at 80 ns, exp(-V/2): 0.731, 0.734
slow: V at 2, 20, 80 ns: 0.00907, 0.20797, 1.59077 rad^2
slow: predicted V: 0.00906, 0.20806, 1.61853 rad^2
slow: G at 20, 80 ns: 0.1427, 0.6478 rad^2
slow: K at 20, 80 ns: 0.0653, 0.9429 rad^2
slow: D = 4.210e+06 +/- 1.4e+05 1/s
slow: sigma^2 = 146.27 +/- 11.40 x 10^12 s^-2
slow: coherence at 80 ns, exp(-V/2): 0.453, 0.451
fast: V at 2, 20, 80 ns: 0.01325, 0.32607, 1.50091 rad^2
fast: predicted V: 0.01327, 0.32714, 1.47333 rad^2
fast: G at 20, 80 ns: 0.2974, 1.5367 rad^2
fast: K at 20, 80 ns: 0.0287, -0.0358 rad^2
fast: D = 1.033e+07 +/- 4.6e+05 1/s
fast: sigma^2 = -10.74 +/- 4.97 x 10^12 s^-2
fast: coherence at 80 ns, exp(-V/2): 0.485, 0.472
Recovered slow rms offset: 1.925 MHz
Measured crossover lag: 57.6 ns
White-case line width from D: 1.273 MHz
```
